# Does a more resistive wire put more thermal noise on its load?

**The argument under review**

The manuscript compares two copper lines that drive the same 1 fF load at 300 K. They have the same shape but different effective resistivities, so one has a resistance of 1 kΩ and the other 4 kΩ. The argument runs as follows: "The thermal noise density of a resistor is \(4kTR\). The second line has four times the resistance, hence four times the mean-square noise. The rms noise voltage on the load therefore doubles."

The first sentence is correct for classical noise. The step from a density to a voltage on the load is the one that needs examination. A density is noise per unit frequency, and the load voltage also depends on how much of the frequency axis reaches the capacitor. The manuscript never computes that range. What does the total become when it is computed?

I take the case the manuscript seems to intend: an ideal voltage source, a wire of resistance \(R\), and a capacitor \(C\) from the far end to ground. All resistance is at one temperature \(T\), no steady current flows, and \(C\) is the same for both wires. The voltage \(V\) is the fluctuation about the steady value set by the source. Spectral densities are one-sided, so a mean square is an integral over positive frequencies \(f\), with \(\omega=2\pi f\).

**The source density, without assuming the answer**

The density \(4kTR\) should be derived without using the capacitor circuit, or the reasoning would be circular. Consider a lossless line of length \(\ell\), open at both ends, with inductance \(l\) and capacitance \(c\) per unit length. Its wave speed is \(v=1/\sqrt{lc}\) and its impedance is \(Z=\sqrt{l/c}\). The voltage in mode \(n\) is \(a_n(t)\cos(n\pi x/\ell)\), with frequency \(f_n=nv/(2\ell)\). Since \(\cos^2\) averages to one half, the electric energy of the mode is

\[
\frac{c}{2}\int_0^\ell a_n^2\cos^2\!\frac{n\pi x}{\ell}\,dx=\frac{c\ell a_n^2}{4}.
\]

In classical equilibrium each quadratic energy term has mean \(kT/2\), so \(\langle a_n^2\rangle=2kT/(c\ell)\). At the end \(x=0\) the cosine is 1, and this is the noise that each mode contributes there. The modes are spaced by \(v/(2\ell)\), so there are \(2\ell/v\) of them per unit frequency. The density at the open end is

\[
\frac{2\ell}{v}\,\frac{2kT}{c\ell}=\frac{4kT}{cv}=4kTZ,
\]

because \(1/(cv)=\sqrt{lc}/c=Z\). The length has cancelled. When \(\ell\) is made very large, a signal sent into the line does not return, and the line acts at its terminals as a resistor \(Z\).

Now join this line to an ordinary resistor \(R=Z\) at the same temperature, through a lossless filter that passes a narrow band. A source of density \(S_e\) behind \(R\) drives a current density \(S_e/(2R)^2\) through the total resistance \(2R\), and so delivers power \(R\,S_e/(4R^2)=S_e/(4R)\) per unit frequency to the other side. In equilibrium the two powers must balance in every such band. The resistor therefore has the same density as the line:

\[
S_e=4kTR .
\]

As a numerical check of the mode count, I used a chain of 800 nodes with inductance \(l_s\) and capacitance \(c_s\) per section. The end noise of all modes below \(\omega=0.3/\sqrt{l_sc_s}\) came to 1.0026 times \(4kTRB\), where \(B\) is that limit divided by \(2\pi\). Discrete mode spacing and the dispersion of the chain permit a difference of this size.

**What reaches the capacitor**

The source noise \(e\) divides between the wire and the load: \(e=RI+V\), with \(I=C\,dV/dt\). At angular frequency \(\omega\) the derivative becomes \(i\omega\), so \(V=e/(1+i\omega RC)\). Squaring the magnitude gives

\[
S_V(f)=\frac{4kTR}{1+(2\pi fRC)^2}.
\]

The manuscript keeps the numerator and drops the denominator. To integrate, set \(y=2\pi fRC\), so that \(df=dy/(2\pi RC)\):

\[
\langle V^2\rangle=\frac{4kTR}{2\pi RC}\int_0^\infty\frac{dy}{1+y^2}
=\frac{2kT}{\pi C}\,\frac{\pi}{2}=\frac{kT}{C}.
\]

The resistance in the density cancels the resistance in the bandwidth. Dividing the total by the low-frequency density gives the equivalent noise bandwidth, \((kT/C)/(4kTR)=1/(4RC)\).

The same total follows from energy. The capacitor stores \(CV^2/2\), one quadratic term, whose equilibrium mean is \(kT/2\); hence \(\langle V^2\rangle=kT/C\). The resistor couples the capacitor to the heat bath but stores no energy in this model, so it has no place in the result.

**The manuscript's two wires**

Each line is 10 nm wide, 20 nm high and 2 µm long. For an effective resistivity of 10 µΩ cm, or \(10^{-7}\) Ω m,

\[
R=\frac{10^{-7}\times2\times10^{-6}}{(10\times10^{-9})(20\times10^{-9})}\ \Omega=1\ \text{k}\Omega,
\]

and 40 µΩ cm gives 4 kΩ. With \(kT=4.142\times10^{-21}\) J,

\[
\sqrt{\frac{kT}{C}}=\sqrt{\frac{4.142\times10^{-21}}{10^{-15}}}\ \text{V}=2.04\ \text{mV}.
\]

The 1 kΩ wire has a low-frequency noise of 4.07 nV/√Hz and a noise bandwidth of 250 GHz. The 4 kΩ wire has 8.14 nV/√Hz and 62.5 GHz. The products are

\[
4.07\times10^{-9}\sqrt{250\times10^{9}}\ \text{V}
\approx8.14\times10^{-9}\sqrt{62.5\times10^{9}}\ \text{V}
\approx2.04\ \text{mV}.
\]

The rms density doubles, as the manuscript says, but the square root of the bandwidth halves.

**Where the manuscript's doubling does occur**

Suppose a receiver passes all frequencies up to \(B\) and nothing above. The integral then stops at \(y=2\pi RCB\):

\[
\langle V^2\rangle_B=\frac{2kT}{\pi C}\arctan(2\pi RCB).
\]

For any finite \(B\) this increases with \(R\). When \(2\pi RCB\ll1\), the arctangent equals its argument to leading order, and the result is \(4kTRB\), the manuscript's scaling. For \(B=10\) GHz the arguments are 0.063 and 0.25, and the rms noise is 0.407 mV for the 1 kΩ wire and 0.806 mV for the 4 kΩ wire. That is nearly a factor of two. The manuscript's claim is thus a fair statement about a slow receiver and a false one about the whole voltage.

The extra low-frequency noise is repaid at high frequency. Setting the two densities equal and cross-multiplying gives

\[
R_1(1+\omega^2R_2^2C^2)=R_2(1+\omega^2R_1^2C^2),
\]

\[
R_1-R_2=\omega^2C^2R_1R_2(R_1-R_2).
\]

For unequal resistances the common factor divides out, so in this lumped RC model the curves cross at \(f=1/(2\pi C\sqrt{R_1R_2})\), here 79.6 GHz. Above that frequency the model gives the more resistive wire the lower density.

Resistance also sets how soon the noise appears. Let the capacitor start at \(V=0\), and write \(\tau=RC\). The circuit equation \(\tau\,dV/dt=e-V\) has the solution

\[
V(t)=\frac1\tau\int_0^t e^{-(t-s)/\tau}\,e(s)\,ds ,
\]

where \(e(s)\) is the source noise. A flat one-sided density \(4kTR\) corresponds to the correlation \(\langle e(s)e(s')\rangle=2kTR\,\delta(s-s')\); the factor is halved because the density is shared between positive and negative frequencies. The delta function removes one of the two integrals in \(V^2\):

\[
\langle V^2(t)\rangle=\frac{2kTR}{\tau^2}\int_0^t e^{-2(t-s)/\tau}ds
=\frac{kTR}{\tau}\left(1-e^{-2t/\tau}\right)
=\frac{kT}{C}\left(1-e^{-2t/RC}\right).
\]

In this lumped model, after 0.5 ps the variance has reached 0.632 of \(kT/C\) for the 1 kΩ wire and 0.221 for the 4 kΩ wire. Direct random time stepping with 40,000 trajectories and steps of 0.02 ps gave 0.640 and 0.219. After five time constants it gave 0.999 and 1.002. Sampling and the finite step allow errors of one to two percent.

**Is the wire's own capacitance an escape?**

The authors might reply that a real wire is not a lumped resistor. Divide it into \(N\) sections, with part of its capacitance \(C_w\) at each node. The stored energy is \(\sum_j C_jV_j^2/2\), one separate term per node, so \(\langle V_j^2\rangle=kT/C_j\). The last node carries the load and half a section, which gives

\[
\langle V^2\rangle=\frac{kT}{C+C_w/(2N)}\;\longrightarrow\;\frac{kT}{C}\qquad(N\to\infty).
\]

With \(C_w=0.4\) fF, solving the covariance equation for a chain with an independent noise source in every section gave 0.980, 0.995 and 0.999 of \(kT/C\) for 10, 40 and 160 sections, in agreement with this formula. The distributed capacitance changes the spectrum and the early growth of the noise, but not the classical total. With 0.4 fF along the wire, the variance of the 4 kΩ line at 0.5 ps rises from 0.22 to about 0.30 of \(kT/C\). With 6 pH included as well, the crossing frequency moves from 79.6 to about 71 GHz. Series inductance adds energy that depends on current and not on \(V\), so it also leaves that total unchanged.

**Conditions the revised claim must carry**

*One temperature.* Let a driver of resistance \(R_d\) at \(T_d\) feed a wire \(R_w\) at \(T_w\), with negligible capacitance between them. Their noises are independent, so the source density is \(4k(R_dT_d+R_wT_w)\), while the bandwidth is \(1/[4(R_d+R_w)C]\). The product is \(kT_{\rm eff}/C\), with

\[
T_{\rm eff}=\frac{R_dT_d+R_wT_w}{R_d+R_w},\qquad
\frac{dT_{\rm eff}}{dR_w}=\frac{R_d(T_w-T_d)}{(R_d+R_w)^2}.
\]

If the wire is hotter than the driver, raising its resistance does raise the total, because the load then takes more of its noise from the hot part. With the wire's own capacitance neglected as well, for a 1 kΩ driver at 300 K and a wire at 320 K, \(T_{\rm eff}\) rises from 310 K to 316 K when the wire goes from 1 to 4 kΩ. The noise goes from 2.07 to 2.09 mV, a change of one percent.

*No steady current.* A current \(I\) turns a resistance fluctuation \(\delta R\) into a voltage \(I\,\delta R\), which is outside this calculation. Electron interference that merely shifts the value of \(R\) does not alter the classical equilibrium total, since \(R\) has cancelled.

*Classical frequencies.* The mean energy \(kT\) per mode holds for \(\hbar\omega\ll kT\). In the lumped model half of the variance lies above \(\omega=1/(RC)\), since \(\arctan 1=\pi/4\). This frequency therefore sets the scale, and the condition is \(a=\hbar/(RCkT)\ll1\). Here \(a\) is 0.025 for 1 kΩ and 0.006 for 4 kΩ. It would reach 1 near 25 Ω, so for an ideal \(R\) and \(C\) the limit \(R\to0\) cannot be taken classically. In a real wire of such low resistance, the series inductance also limits the frequency range, and this condition alone no longer decides the matter.

Outside the classical range, "thermal noise" needs a definition. If it means the part that vanishes at zero temperature, \(kT\) in the density is replaced by \(\hbar\omega/(e^{\hbar\omega/kT}-1)\), and

\[
\frac{\langle V^2\rangle_{\rm Planck}}{kT/C}=\frac2\pi\int_0^\infty\frac{dy}{1+y^2}\,\frac{ay}{e^{ay}-1}.
\]

The last factor is below 1 and falls as \(ay\) grows. A larger \(R\) means a smaller \(a\), and hence a slightly larger result: 0.960 for 1 kΩ and 0.987 for 4 kΩ. For the distributed wire, with 6 pH of series inductance, the ratios are 0.907 and 0.947. They depend on the rough wire capacitance: for \(C_w\) from 0.2 to 0.6 fF they run from 0.93 to 0.89 and from 0.96 to 0.94. The rms value then rises by about 2 percent when \(R\) is quadrupled. This is a real dependence on resistance, but far from a doubling.

If the zero-point motion is included, \(kT\) is replaced by \((\hbar\omega/2)\coth(\hbar\omega/2kT)\), which tends to \(\hbar\omega/2\) at high frequency. For an ideal \(R\) and \(C\) the integrand then falls as \(\omega/\omega^2=1/\omega\), and the total diverges logarithmically. A series inductance \(L\) changes the denominator to \(|1-\omega^2LC+i\omega RC|^2\), which grows as \(\omega^4\), and in this lumped circuit the integral converges. With 6 pH the variance is 1.006 times \(kT/C\) for 1 kΩ and 1.004 times for 4 kΩ. This does not carry over to the distributed wire. At high frequency the line acts as a resistor \(\sqrt{L/C_w}\approx120\) Ω in parallel with \(C\), and the logarithmic divergence returns. Cut off at \(\omega=10^{15}\) rad/s, the variance is about 1.10 and 1.06 times \(kT/C\), and it grows by about 0.15 for each further decade. The zero-point part is then fixed by the receiver's bandwidth or by physics outside the circuit model.

**Bearing on real interconnect**

The dimensions belong to the regime of the narrowest copper lines on chips. The resistivities are rough values, well above that of bulk copper because of surface and grain-boundary scattering and the space taken by barrier layers; 40 µΩ cm is a deliberately high case. The assumed 0.2 fF/µm and 3 pH/µm are also rough; in so thin a line, much of the inductance comes from the inertia of the electrons and not from the magnetic field. A chip at work is often hotter than 300 K: at a uniform 378 K the total becomes 2.28 mV, 12 percent more. In the distributed model at 300 K, the Planck result for the 1 kΩ wire, which contains no zero-point noise, is about 5 percent below the classical rms value \(\sqrt{kT/C}\). While a driver is switching, current flows and the equilibrium assumption is not justified; supply noise and crosstalk are not included. The 2 mV is therefore the equilibrium thermal contribution, not a forecast of all noise on a working node.

**Requested revision**

The manuscript should name the receiver's bandwidth before it ranks the two wires. For a receiver much slower than \(1/(RC)\), with \(C\) and \(T\) fixed, the less resistive wire is quieter. For a receiver that follows the full load voltage, the two are equal within the classical model, and halving the rms noise at fixed temperature requires four times the capacitance. The numerical output below lists the values for both wires.

## Computed results

```
Temperature: 300 K; load: 1.0 fF
Wire width, height: 10, 20 nm
Wire length: 2.0 um
Thermal energy kT: 4.1419e-21 J
kT/C: 4.1419e-06 V^2; rms: 2.0352 mV
LC-line mode noise / (4kTRB): 1.0026
--- R = 1.00 kohm; resistivity 10 uohm cm
RC time: 1.00 ps
Low-frequency noise: 4.070 nV/sqrt(Hz)
Equivalent noise bandwidth: 250.00 GHz
Integrated total noise: 2.0352 mV rms
Noise from 0 to 10 GHz: 0.4068 mV rms
Variance/(kT/C) at 0.5 ps, formula: 0.6321
Same, random time stepping: 0.6398
Final variance/(kT/C), stepping: 0.9989
hbar/(RC kT): 0.02546
Planck-only variance/(kT/C), lumped: 0.9600
Planck-only variance/(kT/C), line: 0.9066
Symmetrized/(kT/C), lumped with L: 1.00620
--- R = 4.00 kohm; resistivity 40 uohm cm
RC time: 4.00 ps
Low-frequency noise: 8.141 nV/sqrt(Hz)
Equivalent noise bandwidth: 62.50 GHz
Integrated total noise: 2.0352 mV rms
Noise from 0 to 10 GHz: 0.8058 mV rms
Variance/(kT/C) at 0.5 ps, formula: 0.2212
Same, random time stepping: 0.2194
Final variance/(kT/C), stepping: 1.0016
hbar/(RC kT): 0.00637
Planck-only variance/(kT/C), lumped: 0.9872
Planck-only variance/(kT/C), line: 0.9474
Symmetrized/(kT/C), lumped with L: 1.00353
--- Comparisons and neglected effects
Density crossing frequency: 79.58 GHz
Wire capacitance: 0.40 fF; inductance: 6.0 pH
Chain variance/(kT/C), 10 sections: 0.98039
Chain variance/(kT/C), 40 sections: 0.99502
Chain variance/(kT/C), 160 sections: 0.99875
Driver: 1.0 kohm at 300 K; wire at 320 K
Hot 1.0 kohm wire: T_eff 310.00 K, noise 2.0688 mV rms
Hot 4.0 kohm wire: T_eff 316.00 K, noise 2.0887 mV rms
Total noise at 378 K: 2.2845 mV rms
Rms charge at 300 K: 12.70 elementary charges
Charging energy e^2/(2C) / kT: 0.00310
```
